Nucleation rate, critical size and Zeldovich factor from first-passage times

**Form of the answer**

A crystal cluster of n atoms wanders in size until it passes the top of a free-energy barrier at n*. Let τ(n) be the mean time at which it first reaches size n. Near a parabolic top with constant mobility there is one size scale, the barrier width s. The long waiting time τ_J sets the time scale. Dimensional consistency then requires

τ(n) = τ_J F(z), z = (n − n*)/s.

The extra time needed to advance by one atom depends on the barrier height at that size, provided the stock of small clusters feeding the barrier is constant. A parabola is unchanged by reflection about n*, so the slope of F is even. With F = 0 far below the top and F = 1 far above,

F(z) + F(−z) = 1, F(0) = 1/2.

A fit of this curve therefore yields three quantities: its height gives the rate, its centre the critical size, and its steepness the Zeldovich factor. The master equation supplies the function F and its first asymmetric correction.

**Model and exact passage times**

The cluster gains one atom at rate f_n and loses one at rate g_n. It starts at n = 1, where g_1 = 0. With w(n) the work of formation divided by kT, take

w(n) = a n^(2/3) − βn, f_n = f_1 n^(2/3).

Here β is the driving force per atom over kT, and a is the surface energy of a one-atom sphere over kT. Both power laws assume a compact cluster with a sharp interface. With π_n = exp[−w(n)], detailed balance fixes the loss rate:

g_(n+1) π_(n+1) = f_n π_n.

Let h_k be the mean time for the first advance from k to k + 1. The cluster waits 1/(f_k + g_k) on average. If it then loses an atom, it must regain k and try again:

h_k = 1/(f_k + g_k) + [g_k/(f_k + g_k)](h_(k−1) + h_k).

Multiplying by f_k + g_k and cancelling g_k h_k gives f_k h_k = 1 + g_k h_(k−1). Multiplying by π_k and using detailed balance,

f_k π_k h_k = π_k + f_(k−1) π_(k−1) h_(k−1).

Since f_1 π_1 h_1 = π_1, repeated substitution gives

h_k = S_k/(f_k π_k), S_k = Σ_(j=1..k) π_j,
τ(n) = Σ_(k=1..n−1) h_k.

This is exact for the model, and it separates the bias of a fit from the noise of a simulation.

**The error function**

At the top w′ = (2/3)a n^(−1/3) − β vanishes, so

n* = (2a/3β)³, a = (3/2)β n*^(1/3).

Inserting a into w and w″ = −(2/9)a n^(−4/3) gives

w* = (3/2)βn* − βn* = βn*/2,
w″(n*) = −β/(3n*) = −1/s², s² = 3n*/β.

The Zeldovich factor is Z = √(|w″|/2π) = 1/(s√(2π)).

For a high barrier S_k is nearly a constant S around the top, because small clusters dominate the sum. To leading order f_k is also constant, f* = f_1 n*^(2/3). Then

h_k ≈ (S/f*) exp(w*) exp[−(k − n*)²/(2s²)].

The sum over integers k ≤ n − 1 is the midpoint rule for an integral ending at n − 1/2. With Φ the integral and φ the density of the standard normal distribution,

τ(n) ≈ τ_J Φ(z), z = (n − 1/2 − n*)/s,
τ_J = S s√(2π) exp(w*)/f*.

From here on z includes this half step. Since Φ(z) = [1 + erf(z/√2)]/2 and 1/(s√2) = √π Z,

τ(n) ≈ (τ_J/2){1 + erf[√π Z(n − 1/2 − n*)]}.

The rate of one tracked cluster, called a seat below, is 1/τ_J = f* Z exp(−w*)/S.

**First correction, without a new parameter**

The barrier is steeper on the small side, and f_n grows with n. Put v = (n − n*)/n*. Because a n*^(2/3) = 3w* and βn* = 2w*,

w = w*[3(1 + v)^(2/3) − 2(1 + v)]
= w*[1 − v²/3 + 4v³/27 − 7v⁴/81 + …].

The mobility contributes 1/f_n = (1/f*) exp(−2v/3 + v²/3 − …). In the integrand v = √q z, where q = s²/n*² = 3/(2w*). The quadratic term of w becomes −z²/2, as it must. The terms of order √q in the exponent are

(4/27)w* q^(3/2) z³ − (2/3)√q z = ε(z³ − 3z),
ε = (2/9)√q = 2s/(9n*).

The derivative of (z² − 1)φ is 2zφ − z(z² − 1)φ = −(z³ − 3z)φ. Integration therefore gives

τ(n)/τ_J = Φ(z) − [2s/(9n*)](z² − 1)φ(z).

The corrected curve has the same three unknowns as the error function. Its coefficient belongs to the stated w and f_n; another growth law needs its own expansion.

The plateau changes at order q. The exponent contributes −(7/54)q z⁴ + q z²/3, and the square of the first-order term contributes ε²(z³ − 3z)²/2. The normal averages of z⁴, z² and (z³ − 3z)² are 3, 1 and 15 − 18 + 9 = 6, so the relative change is

q(−7/18 + 1/3 + 4/27) = 5q/54 = 5/(36w*).

A case with w* = 40, n* = 400 and β = 0.2 tests these results on the exact sum. The plateau exceeds the leading formula by the factor 1.00356, against a predicted 1.00347. As a fraction of the plateau, the largest curve error is 0.0174 for the error function and 0.0010 for the corrected curve. The fitted critical sizes are off by −2.23 and −0.06 atoms respectively.

The point of steepest slope is a poor estimate of n*. It maximises w − ln f_n, so with u = n − n*, −u/s² − 2/(3n*) = 0 and u = −2/β to this order. Here n labels the step h_n. For β = 0.62 the slowest step starts 3.2 atoms below the top, and the half step puts the steepest point of τ(n) about 2.7 atoms below it.

**Why the plateau is an inverse rate**

Let L_n(p) be the mean of exp(−pt) over the arrival time t at the final size N, starting from n. The first event gives

(p + f_n + g_n)L_n = f_n L_(n+1) + g_n L_(n−1), L_N = 1.

Solving upward from n = 1 makes L_n/L_1 a polynomial of degree n − 1 in p, so L_1 = 1/P(p) with P of degree N − 1 and P(0) = 1. The zeros of P are p = −λ_i, where λ_i are the decay rates of the chain with absorption at N; detailed balance makes them real and positive. Hence

L_1(p) = Π_i 1/(1 + p/λ_i), τ(N) = −L_1′(0) = Σ_i 1/λ_i.

If 1/λ_1 far exceeds the sum of the other 1/λ_i, arrivals are nearly exponential and λ_1 is the nucleation rate. The remaining terms sum to the induction time.

Residence times give a second diagnostic. Let T_k be the mean time spent at size k before absorption. Each link is crossed upward once more than downward, so f_k T_k − g_(k+1) T_(k+1) = 1. Writing T_k = π_k r_k turns this into f_k π_k(r_k − r_(k+1)) = 1, and

T_n = π_n Σ_(k=n..N−1) 1/(f_k π_k).

Relative to equilibrium, normalised at n = 1, the population is 1 − Φ(z) to leading order: about one half at the top.

**Algorithm**

    input: f[n], g[n], final size N, number of runs M
    for each run m:
        n = 1; record = 1; t = 0; A[m,1] = 0
        while n < N:
            dt = exponential variate with mean 1/(f[n]+g[n])
            R[n] += dt;  t += dt
            n += 1 with probability f[n]/(f[n]+g[n]), else n -= 1
            if n > record: record = n; A[m,n] = t
    tau[n] = mean of A[m,n] over m
    fit tau[n]/tau[N] for height, n*, s by least squares
    multiply height by tau[N] to get tau_J;  Z = 1/(s sqrt(2 pi))
    repeat the fit on resampled sets of whole runs for the errors

Start the fit with n* at the half-height crossing and s as the distance from there to 84% of the plateau, because Φ(1) = 0.84. Dividing by τ(N) keeps the unknowns well scaled. In the exact sum π_n may be replaced by π_n/π_1, because the constant factor cancels from h_k.

Runs must be resampled whole: one late arrival delays many points of the same curve, so the residuals are correlated and an error formula for independent points does not apply.

**Cost and stability**

The waiting times are drawn from their true distribution, so there is no time step and no step-size instability. Storage is M × N arrival times. The number of events is M τ_J times the mean event rate, and τ_J contains exp(w*). At fixed prefactor, each additional kT of barrier costs a factor of 2.7. Nearly exponential arrivals have a standard deviation close to their mean, so the relative error of τ_J is about 1/√M, or 1.8% for M = 3000.

**Worked example: a phase-change alloy at 600 K**

The parameters are rough values in the regime of Ge-Sb-Te memory alloys: melting point 900 K, heat of fusion 0.12 eV per atom, interfacial energy 0.05 J/m², atomic volume v_a = 0.03 nm³ and f_1 = 10 per ns. The driving force is modelled by

Δμ = ΔH(1 − T/T_m)·2T/(T_m + T) = 0.12 × (1/3) × 0.8 = 0.032 eV.

With kT = 0.0517 eV, β = 0.619. A one-atom sphere has area (36π)^(1/3) v_a^(2/3) = 0.467 nm², and 0.05 J/m² is 0.312 eV/nm², so a = 0.467 × 0.312/0.0517 = 2.82. Then

n* = [2 × 2.818/(3 × 0.6189)]³ = 27.97,
w* = 0.6189 × 27.97/2 = 8.66,
s = √(3 × 27.97/0.6189) = 11.64, Z = 0.0343.

Three thousand runs to N = 90 were fitted at all sizes from 1 to 90 with equal weight. The errors are standard deviations over 100 resampled sets.

- Error function: n* = 26.96 ± 0.20, Z = 0.0364 ± 0.0006, τ_J = 366 ± 6 ns.
- Corrected curve: n* = 27.60 ± 0.21, Z = 0.0357 ± 0.0006, τ_J = 368 ± 6 ns.

Fits to the exact τ(n) show the bias alone. The error function gives n* = 27.42 and Z = 0.0351, which are 2% low and 2.5% high relative to the model's true values. The corrected curve gives 28.11 and 0.0344, both within 0.5% for this window; its n* is 0.6% high at N = 120. The fitted height is not improved at N = 90: it is 371.2 ns for the corrected curve and 368.4 ns for the error function, 1.0% and 0.3% above 1/λ_1.

The simulated n* and Z differ from their exact-curve fits by 2.3 to 2.4 standard errors, and so does the simulated τ(28), 200.2 ± 3.7 ns against 191.8 ns. The errors of n* and Z are strongly correlated, about −0.75, but each correlates with τ(28) only at about 0.3. Taken together, the three deviations have a probability of roughly 3%, and τ(28) is the worst of several sizes compared. A new set of runs could test whether this is chance.

The inverse slowest decay rate is 367.4 ns, while τ(90) is 372.0 ns. The induction time is the difference, 4.6 ns. The simulated arrival times at N have a standard deviation of 0.986 times their mean, close to exponential. At the top the corrected curve predicts a population of about 0.48 of equilibrium; the runs give 0.468, averaged over five sizes.

**From one seat to a volume**

If the tracked coordinate is the largest cluster in a volume V, one event per τ_J means J = 1/(τ_J V). Here each run follows one cluster, so a density of seats is needed. If every atom belongs to one seat and the mean subcritical size is n̄, conservation of atoms gives a seat density 1/(v_a n̄). Residence times below the fitted n* give n̄ = 2.31, below the equilibrium value of 2.4 because the population near the top is depleted. The value depends on the cutoff: counting all sizes below 90 gives 2.73. Thus

J = 1/(τ_J v_a n̄) = 1/(368.3 × 0.03 × 2.307)
= 0.039 per nm³ per ns = 3.9 × 10³⁴ per m³ per s.

Counting every atom as a seat would give 0.091 per nm³ per ns. The classical form f* Z exp(−w*)/v_a gives 0.018, and measuring the barrier from the monomer gives 0.165. The choice matters because 76% of the atoms sit in clusters of two or more, so the seats are not dilute and their independence is doubtful. This uncertainty far exceeds the 2% sampling error.

A steady rate also needs time to establish itself. For a large cluster g_n/f_n tends to exp(−β), and its radius is r_1 n^(1/3) with r_1 = 0.193 nm. A flat front therefore moves at

u = (r_1/3) f_1[1 − exp(−β)] = 0.30 nm/ns = 0.30 m/s.

Spheres born at constant J and growing at u have total volume fraction, overlaps ignored,

∫_0^t J(4π/3)u³(t − t′)³ dt′ = πJu³t⁴/3.

Setting this to one gives t = [3/(πJu³)]^(1/4) = 5.5 ns, hardly longer than the induction time of 4.6 ns. This estimate ignores the lag, the size at birth and the slower growth of small clusters. In the time-dependent chain, started from n = 1 at the seat density above, the volume fraction in supercritical clusters, overlaps ignored, reaches one half at 5.9 ns and one at 7.4 ns. The induction time includes growth to 90 atoms; the flux over the top of the barrier settles sooner, with a lag of about 1.3 ns. In bulk, arrivals at 90 atoms would still be building up while much of the material transforms. One nucleus per induction time corresponds to 5.6 nm³, so the wait for a nucleus dominates only in volumes well below that; 90 atoms already fill 2.7 nm³. The value of J is a property of the model chain and not a forecast for a film.

**Beside a real memory cell**

Phase-change cells crystallise in times of very roughly ten to a hundred nanoseconds, so the model's few nanoseconds are at or below the fast end. The rate factors below compare inverse mean times to reach a size about 5s above the top, growth included. The interfacial energy has a strong effect: raising it by 10% multiplies the seat rate by 0.09, and lowering it by 10% multiplies it by 5.9, all else fixed. Real cells also break the assumption of nucleation away from walls. At a contact angle of 90 degrees the cluster is a hemisphere, half of a sphere of 2n atoms. Its curved area is (1/2)(2n)^(2/3) = 2^(−1/3) n^(2/3) in units of the one-atom sphere, and the wall energies cancel. Replacing a by 2^(−1/3)a halves n* and w*. With the attachment law unchanged, the inverse mean time rises 22-fold. The barrier w* is then only 4.3, so growth takes a noticeable part of that time and the factor is only a rough guide to the nucleation rate.

Elastic misfit acts the other way if the matrix cannot relax. For equal elastic constants, a sphere with linear misfit δ and interface strain c feels the pressure P = 4Gc = 3K(δ − c), where G and K are the shear and bulk moduli. Eliminating c, the stored energy per volume is (3/2)Pδ = 18GKδ²/(3K + 4G), which equals 2G(1 + ν)δ²/(1 − ν) for Poisson ratio ν. Rough values G = 10 GPa, ν = 0.3 and δ = 0.02 give 0.0028 eV per atom. Subtracting this from Δμ multiplies the rate by 0.20. A liquid that flows during nucleation would relieve part of the stress.

Heating by 10 K multiplies the rate by 0.74 through the barrier and by 1.37 through the mobility, if the latter has an activation energy of 1 eV. The product is 1.01, so with these inputs the seat rate is near its maximum in temperature. This rests on the assumed 1 eV: with 2 eV the maximum moves to about 656 K and is 2.9 times the rate at 600 K.

**Failure modes**

- **Low barrier.** The expansion parameter is ε = 2s/(9n*), here 0.093. If S_k still grows substantially across the barrier region, the separation between feeding stock and barrier is lost and the fitted numbers no longer have the simple meaning given here.
- **No plateau.** When growth takes as long as nucleation, τ(n) keeps rising and the fitted height depends on N. Tracking the largest cluster in a large volume has this effect, because τ_J falls as 1/V while the growth time does not.
- **Window too short.** The curve still rises well above the top, through the tail of the barrier and the time spent growing: the exact τ(60) is 367.1 ns and τ(90) is 372.0 ns. Here N lies 5s above n*.
- **Unfinished runs.** Discarding runs that have not arrived by a time limit removes the slow ones and overestimates the rate. For exponential arrivals, m arrivals in a total observed time Θ have likelihood k^m exp(−kΘ), which is largest at k = m/Θ; Θ must include the unfinished runs.
- **Sparse recording.** If sizes are saved at intervals, brief excursions are missed and first arrivals are logged late. The damage falls on n* and Z. In the example, size changes near the top are 0.0055 ns apart, and intervals of 0.005, 0.05 and 0.5 ns lower the fitted n* by 0.2, 1.3 and 4.8 atoms, while τ_J moves by less than 0.1%.

Table of computed values

```
temperature 600 K, melting point 900 K
heat of fusion 0.12 eV/atom
interfacial energy 0.050 J/m2
atomic volume 0.030 nm3, f_1 10 per ns
kT 0.05170 eV
driving force 0.0320 eV/atom
beta 0.6189, a 2.8182 (over kT)
true critical size 27.97 atoms
critical radius 0.585 nm
barrier w* 8.657 kT, from monomer 6.457 kT
width s 11.64 atoms, true Z 0.03426
trajectories 3000, final size 90 atoms
tau(10): simulated 12.25 +- 0.21, exact 12.21 ns
tau(20): simulated 91.16 +- 1.68, exact 90.74 ns
tau(28): simulated 200.24 +- 3.68, exact 191.79 ns
tau(40): simulated 313.69 +- 5.58, exact 310.53 ns
tau(60): simulated 364.42 +- 6.44, exact 367.05 ns
tau(90): simulated 369.94 +- 6.66, exact 371.97 ns
plain fit tau_J (ns): 365.8 +- 6.3, on exact curve 368.4
plain fit n* (atoms): 26.96 +- 0.20, on exact curve 27.42
plain fit Z: 0.03641 +- 0.00055, on exact curve 0.03510
corrected fit tau_J (ns): 368.3 +- 6.3, on exact curve 371.2
corrected fit n* (atoms): 27.60 +- 0.21, on exact curve 28.11
corrected fit Z: 0.03567 +- 0.00056, on exact curve 0.03437
saddle-point tau_J 364.1 ns
inverse slowest decay rate 367.4 ns
arrival-time deviation over mean 0.986
population at top over equilibrium 0.468
high-barrier test: w* 40 kT, n* 400
  plateau over saddle point 1.00356
  largest curve error: plain 0.01739, corrected 0.00101
  n* error: plain -2.232, corrected -0.060 atoms
rate of one seat 2.715 per microsecond
mean subcritical size 2.307 atoms
J 0.0392 per nm3 per ns = 3.92e+34 per m3 per s
J if every atom were a seat 0.0905 per nm3 per ns
atoms in clusters of two or more 76 %
flat-front growth speed 0.297 nm/ns (= m/s)
induction time to final size 4.56 ns
bulk transformation time at steady J 5.53 ns
volume with one nucleus per induction time 5.59 nm3
rate factor, interfacial energy +10 %: 0.092
rate factor, interfacial energy -10 %: 5.94
rate factor, +10 K, barrier only: 0.739
rate factor, +10 K, mobility at 1 eV: 1.373
elastic inputs: 10 GPa, Poisson 0.3, misfit 0.02
elastic energy 0.00278 eV/atom, rate factor 0.201
rate factor, wall at 90 degrees: 21.7
```
